# Surface scattering in wires with a cylindrical Fermi surface

## Problem

A long metal wire has a rectangular cross-section. Current flows along $x$, the side walls are at $y=0$ and $y=w$, and the height $h$ is measured along $z$. The Fermi surface is a circular cylinder with its axis along $z$. The carriers at the Fermi level have speed $v$, relaxation time $\tau$ and mean free path $\lambda=v\tau$. A side wall reflects a carrier specularly with probability $p$ and diffusely otherwise. The resistivity of the bulk metal in the $xy$ plane is $\rho_0$.

**(a)** Find the distribution of carriers across the wire from the Boltzmann equation, and show that the resistivity $\rho$ does not depend on $h$.

**(b)** Show that for $w\gg\lambda$, to first order in $\lambda/w$,

$$\frac{\rho}{\rho_0}=1+\frac{4(1-p)\lambda}{3\pi w},$$

and bound the error. What happens in the opposite limit, $w\ll\lambda$, with diffuse walls?

**(c)** Find the corresponding first-order law for a spherical Fermi surface, and the height term that returns when the cylinder is slightly warped.

**(d)** Evaluate the result for a wire 200 nm wide, using rough parameters of the layered metal PdCoO$_2$ at 300 K: Fermi wavenumber $k_F=9.5\ \mathrm{nm^{-1}}$, layer spacing $d=0.6$ nm, mass $m=1.5$ electron masses and $\rho_0=3.00\ \mu\Omega\,$cm. The layers lie parallel to the base of the wire. Judge the main neglected effects.

## Solution

### (a) The distribution across the wire

The treatment is semiclassical: $w$ is much larger than the Fermi wavelength, and scattering in the metal is described by one relaxation time. There are no grain boundaries. Let $q$ be the carrier charge, $\mathcal E$ the field along $x$, $\varepsilon$ the energy and $f_0$ the equilibrium distribution. To first order in the field, the deviation $f_1$ obeys

$$\mathbf v\cdot\nabla f_1+q\mathcal E v_x\frac{\partial f_0}{\partial\varepsilon}=-\frac{f_1}{\tau}.$$

In the bulk the gradient vanishes, and $f_1=-q\mathcal E\tau v_x\,\partial f_0/\partial\varepsilon$. In the wire we write $f_1$ as this bulk value times a factor $g$. Dividing the equation by the common factor $-q\mathcal E v_x\,\partial f_0/\partial\varepsilon$ gives

$$\tau\left(v_y\frac{\partial g}{\partial y}+v_z\frac{\partial g}{\partial z}\right)+g=1 .$$

The velocity is the gradient of the energy in wavevector space, so it is normal to the Fermi surface. On a cylinder with axis along $z$ this means

$$v_x=v\cos\theta,\qquad v_y=v\sin\theta,\qquad v_z=0 .$$

The $z$ derivative drops out. No carrier travels to the top or bottom face, so it does not matter whether those faces reflect specularly or diffusely. They are assumed to be flat: on a rough face the outermost layers end at steps, which act as extra side walls for the carriers in those layers. This correction is small if the cut layers are a small part of the height, because they then carry only a small part of the current. The remaining equation and the side-wall conditions contain neither $z$ nor $h$. Hence $g$ depends on $y$ and $\theta$ alone, and the resistivity is independent of $h$ for any width, thick or thin, within this model. The resistance per unit length, $\rho/(wh)$, does of course depend on $h$.

At a side wall, specular reflection reverses $v_y$ and keeps $v_x$. Diffuse reflection sends carriers out with a distribution that does not depend on direction at given energy; its size is fixed by the requirement that no net current enters the wall. The driving term in the Boltzmann equation is odd in $v_x$, and neither the motion between the walls nor the reflection at them mixes the odd and even parts of $f_1$. Hence $f_1$ is odd in $v_x$, and $g$ is the same for $v_x$ and $-v_x$. The incoming deviation therefore carries no net flux to the wall, and the diffuse part leaves with no deviation from equilibrium. The condition is

$$g_{\rm out}=p\,g_{\rm in}.$$

Let $s=|\sin\theta|$. For carriers moving towards larger $y$ ($g_+$) and smaller $y$ ($g_-$),

$$\lambda s\frac{dg_+}{dy}+g_+=1,\qquad -\lambda s\frac{dg_-}{dy}+g_-=1,$$

with solutions

$$g_+=1-A\,e^{-y/(\lambda s)},\qquad g_-=1-B\,e^{-(w-y)/(\lambda s)} .$$

With $E=e^{-w/(\lambda s)}$, the conditions at $y=0$ and $y=w$ are

$$1-A=p(1-BE),\qquad 1-B=p(1-AE).$$

Subtracting the second from the first gives $B-A=pE(A-B)$, or $(A-B)(1+pE)=0$. Since $1+pE>0$, $A=B$. The first condition then reads $1-A=p-pEA$, so

$$A=\frac{1-p}{1-pE}.$$

A carrier that has just left a wall has lost part of its drift, and it recovers over a distance $\lambda s$ from the wall.

### (b) Thick and thin wires

The field is uniform over the cross-section, so the currents at different $y$ add and it is the conductivity that must be averaged. The average of the decaying exponential is

$$\frac1w\int_0^w e^{-y/(\lambda s)}\,dy=\frac{\lambda s}{w}(1-E),$$

and the mirror-image exponential in $g_-$ has the same average. The current contains one factor $v_x$ from the velocity and one from $f_1$, so each direction has weight $\cos^2\theta$. At temperatures far below the Fermi temperature all carriers that matter have speed $v$, and on a circle all angles are equally populated. Let $\langle\cdots\rangle$ denote the average over $\theta$. Since $\langle\cos^2\theta\rangle=1/2$, the normalized weight is $2\cos^2\theta$, and

$$\frac{\sigma}{\sigma_0}=1-(1-p)\frac{\lambda}{w}\left\langle 2\cos^2\theta\; s\,\frac{1-E}{1-pE}\right\rangle .\tag{1}$$

This is the full solution of the model. Following straight paths through the cross-section and counting wall hits reproduces it within $1.3\times10^{-5}$ for $w/\lambda=0.4$, 1, 4 and 20, each with $p=0$ and $p=0.5$.

**Thick wire.** Because $s\le1$, $E\le e^{-w/\lambda}$, which is small. Without $E$ the average is

$$\langle2\cos^2\theta\,|\sin\theta|\rangle=\frac{4}{2\pi}\int_0^{\pi/2}2\cos^2\theta\sin\theta\,d\theta=\frac{2}{\pi}\cdot\frac23=\frac{4}{3\pi}.$$

The factor 4 counts the equal quadrants. We define

$$a=\frac{4(1-p)\lambda}{3\pi w}.$$

To keep track of what was dropped, use

$$\frac{1-E}{1-pE}=1-\frac{(1-p)E}{1-pE}.$$

Equation (1) becomes $\sigma/\sigma_0=1-a+\delta$, with

$$\delta=(1-p)^2\frac{\lambda}{w}\left\langle2\cos^2\theta\,s\,\frac{E}{1-pE}\right\rangle .$$

For $p<1$ we have $(1-p)/(1-pE)\le1$ and $E\le e^{-w/\lambda}$, so $0\le\delta\le a\,e^{-w/\lambda}$. The relative resistivity is the inverse, $\rho/\rho_0=1/(1-a+\delta)$. For $a<1$, leaving out $\delta$ gives the upper bound

$$\frac{\rho}{\rho_0}\le\frac1{1-a}=1+a+\frac{a^2}{1-a}.$$

The inequality $1/(1-x)\ge1+x$, valid for $x<1$, gives the lower bound with $x=a-\delta$. Together,

$$-a\,e^{-w/\lambda}\le\frac{\rho}{\rho_0}-1-a\le\frac{a^2}{1-a}.\tag{2}$$

Both bounds vanish faster than $a$ as $w/\lambda\to\infty$. This proves the stated law as a first-order result. For $p=1$ both sides of the law equal 1. "Thick" refers to the width only; $h/\lambda$ may have any value.

**Thin wire, $p=0$.** With $x=w/(\lambda s)$, equation (1) can be written as

$$\frac{\sigma}{\sigma_0}=\left\langle2\cos^2\theta\left(1-\frac{1-e^{-x}}{x}\right)\right\rangle .$$

For most angles $x\ll1$ and the bracket is $x/2$. The average then contains $\cos^2\theta/\sin\theta$, whose integral grows logarithmically at small angles until $\theta\sim w/\lambda$, where $x\sim1$. Smaller angles contribute only a term of order $w/\lambda$ without a logarithm. To leading logarithm,

$$\frac{\sigma}{\sigma_0}\simeq\frac{4}{2\pi}\,\frac w\lambda\int_{w/\lambda}^{1}\frac{d\theta}{\theta}=\frac{2w}{\pi\lambda}\ln\frac{\lambda}{w},
\qquad
\frac{\rho}{\rho_0}\simeq\frac{\pi\lambda}{2w\ln(\lambda/w)} .$$

Carriers moving nearly parallel to the walls produce the logarithm. The approach to this form is slow: the omitted term adds a constant of about 0.62 to the logarithm, so the formula is still 13% too high at $w=0.01\lambda$. The resistivity thus rises more slowly than $1/w$ in this limit, and the first-order law eventually overestimates it.

### (c) Sphere and warped cylinder

Let both $w$ and $h$ be large compared with the distances over which $g$ recovers from the respective walls. Near each wall, carriers leaving it have $g=1-(1-p)e^{-\text{distance}/(\lambda|u_n|)}$, where $\mathbf u=\mathbf v/v$ and $u_n$ is the component normal to the wall. Averaging as before, and taking the same $p$ on all four faces, gives to first order

$$\frac{\rho}{\rho_0}=1+(1-p)\lambda\left[\frac{1}{w}\frac{\langle u_x^2|u_y|\rangle}{\langle u_x^2\rangle}+\frac1h\frac{\langle u_x^2|u_z|\rangle}{\langle u_x^2\rangle}\right].\tag{3}$$

The regions near the edges, where two walls act together, contribute at second order.

For a sphere, take $y$ as polar axis and $c=u_y$. Then $c$ is uniformly distributed between $-1$ and 1, and $u_x^2$ averages to $(1-c^2)/2$ around the axis. Therefore

$$\langle u_x^2|u_y|\rangle=\int_0^1c\,\frac{1-c^2}{2}\,dc=\frac18,\qquad \langle u_x^2\rangle=\frac13,$$

and the ratio is $3/8$. The $z$ term is equal by symmetry:

$$\frac{\rho}{\rho_0}=1+\frac38(1-p)\lambda\left(\frac1w+\frac1h\right).$$

The height enters here because carriers on a sphere do reach the top and bottom.

A real layered metal has some hopping $t$ between layers. A simple model is

$$\varepsilon=\frac{\hbar^2(k_x^2+k_y^2)}{2m}-2t\cos\phi,\qquad \phi=k_zd .$$

Its vertical velocity is $v_z=(2td/\hbar)\sin\phi\equiv\eta v\sin\phi$, where $v=\hbar k_F/m$ belongs to the unwarped cylinder. At the Fermi level the in-plane speed satisfies

$$v_\parallel^2=v^2\left(1+\frac{4t}{mv^2}\cos\phi\right).$$

At fixed $\phi$ the in-plane density of states is constant, so $\theta$ and $\phi$ are both uniformly weighted. The product $\cos\phi\,|\sin\phi|$ averages to zero, while $\langle|\sin\phi|\rangle=2/\pi$. Hence

$$\frac{\langle v_x^2|v_z|\rangle}{v\langle v_x^2\rangle}=\frac{2\eta}{\pi},$$

and the height term in (3) is $(2\eta/\pi)(1-p)\lambda/h$. It vanishes linearly with the warping. The parameter $\eta$ can be found from the bulk resistivity anisotropy: with one relaxation time,

$$\frac{\rho_z}{\rho_x}=\frac{\langle v_x^2\rangle}{\langle v_z^2\rangle}=\frac{v^2/2}{\eta^2v^2/2}=\frac1{\eta^2}.$$

### (d) A wire 200 nm wide

Each layer holds $k_F^2/(2\pi)$ carriers per area, including spin, so the density is $n=k_F^2/(2\pi d)$. Inserting $\tau=\lambda/v=m\lambda/(\hbar k_F)$ into $\sigma_0=ne^2\tau/m$ gives

$$\sigma_0=\frac{e^2k_F\lambda}{2\pi\hbar d},\qquad \lambda=\frac{2\pi\hbar}{e^2}\,\frac{d}{k_F\rho_0}=54.3\ \mathrm{nm}.$$

The Fermi velocity is $7.33\times10^5$ m/s and $\tau=74.1$ fs. Thus $w/\lambda=200/54.34=3.680$, and for diffuse walls

$$a=\frac{0.4244}{3.680}=0.1153 .$$

The first-order resistivity is $3.00\times1.1153=3.35\ \mu\Omega\,$cm. The full solution (1) gives a ratio of 1.1296, or $3.39\ \mu\Omega\,$cm. The difference in the ratio, 0.0143, lies inside the bounds (2), which run from $-0.0029$ to $0.0150$. With $p=0.5$, $a=0.0577$ and the full ratio is 1.0610.

Holding $\lambda$ and $p=0$ fixed while the width changes gives:

| $w$ (nm) | first order | full solution |
|---:|---:|---:|
| 1000 | 1.023 | 1.024 |
| 500 | 1.046 | 1.048 |
| 200 | 1.115 | 1.130 |
| 100 | 1.231 | 1.278 |
| 50 | 1.461 | 1.578 |
| 20 | 2.153 | 2.388 |

At 200 nm the first-order law is 1.3% below the full ratio, but it misses 11% of the increase above 1. At 20 nm it is 10% below the full ratio. There $a>1$, so the upper bound in (2) no longer applies and equation (1) should be used. The overestimate predicted for very thin wires has not yet set in at 20 nm. It begins near $w=0.09\lambda$, about 5 nm for this metal, where only some 15 lateral modes fit in a layer and the semiclassical treatment is no longer reliable.

For comparison, a spherical metal with the same $\lambda$, $w$ and diffuse walls would have a first-order ratio of 1.204 at $h=w$, against 1.115 for the cylinder.

**Warping.** A rough anisotropy of 400 gives $\eta=1/\sqrt{400}=0.05$. At $h=200$ nm the height term is $(2\times0.05/\pi)(54.34/200)=0.0086$. Path tracing with all four faces diffuse gives ratios of 1.1468, 1.1381 and 1.1338 for heights of 100, 200 and 400 nm, compared with 1.1296 for the ideal cylinder. Height independence is therefore a good approximation here, with a correction of 0.017 in the ratio at the smallest of these heights, which is 13% of the side-wall increase. The correction grows roughly as $1/h$, and the approximation fails for thin films: at $h=20$ nm the ratio is about 1.22.

**Comparison with the real metal.** The chosen resistivity, mean free path and anisotropy are of the size known for good PdCoO$_2$ crystals near room temperature. Its Fermi surface, however, is closer to a rounded hexagonal prism than to a circular one, and this changes the angular average. As a limiting estimate, let the velocities have just six equally weighted directions, $60^\circ$ apart. If one of them is along $x$, the coefficient $4/(3\pi)=0.424$ is replaced by

$$\frac{4\cdot\frac14\cdot\frac{\sqrt3}{2}}{3}=0.289;$$

if one is along $y$, it is replaced by

$$\frac{4\cdot\frac34\cdot\frac12}{3}=0.500 .$$

At equal $\lambda$, the first-order ratio becomes 1.078 or 1.136 instead of 1.115. The orientation of the wire in the layer plane can thus matter more than the warping.

Deposited films can also contain grain boundaries. In the Mayadas–Shatzkes model, boundaries normal to the current with spacing $D$ replace $1/\tau$ by $(1/\tau)(1+\alpha/|\cos\theta|)$, where $\alpha=(\lambda/D)R/(1-R)$. Here $R$ is best read as a fitted parameter, not as the measured fraction of reflected carriers. Each reflection reverses $v_x$, so weak boundaries relax the current at twice the rate of reflection, and boundaries that really reflect a fraction $R$ raise the resistivity more than this formula gives. For the assumed values $D=w$ and $R=0.2$, $\alpha=0.068$, and the boundaries alone give a ratio of 1.085. This is comparable with the side-wall effect, so the single-crystal result should not be applied unchanged to a polycrystalline line.

Two other effects are small at this width. Thermal smearing at 300 K, with $\tau$ held constant, changes $a$ by 0.016%. Lateral quantization, with 604 modes per layer, changes the carrier density by about $-0.1\%$ at fixed Fermi level. As an estimate of its effect on the resistivity, replacing the angular average in (1) by a sum over the discrete modes moves the ratio from 1.1296 to about 1.131 at 200 nm, and from 2.39 to about 2.45 at 20 nm. The numerical output gives the remaining digits.

## Values computed for the example and the checks

```
largest profile error, finite differences: 1.5e-05
largest conductivity error, path tracing: 1.3e-05
cylinder coefficient 4/(3 pi): 0.4244
cylinder coefficient from w = 1000 lambda: 0.4246
sphere coefficient, traced (h=w, h=w/2): 0.3718 0.3712
warping coefficient 2/pi: 0.6366
warping coefficient, traced, range: 0.6248 to 0.6311
Fermi wavenumber: 9.5 nm^-1
layer spacing: 0.6 nm
mass: 1.5 electron masses
bulk resistivity: 3.00 microohm cm
temperature: 300 K
Fermi velocity: 7.332e+05 m/s
Fermi energy: 2.292 eV
mean free path: 54.34 nm
relaxation time: 74.1 fs
wire width: 200 nm; w/lambda: 3.680
p=0: a = 0.1153; first-order ratio = 1.1153
p=0: full ratio = 1.1296
p=0: error bounds on ratio: -0.0029 to 0.0150
p=0: first-order resistivity = 3.346 microohm cm
p=0: full resistivity = 3.389 microohm cm
p=0.5: a = 0.0577; full ratio = 1.0610
w = 1000 nm, p=0: first-order 1.0231, full 1.0236
w = 500 nm, p=0: first-order 1.0461, full 1.0484
w = 200 nm, p=0: first-order 1.1153, full 1.1296
w = 100 nm, p=0: first-order 1.2306, full 1.2783
w = 50 nm, p=0: first-order 1.4613, full 1.5775
w = 20 nm, p=0: first-order 2.1532, full 2.3880
sphere, same lambda, h=w: first-order ratio 1.2038
warping: anisotropy 400, eta = 0.050
warped, h = 100 nm: traced ratio 1.1468, first-order height term 0.0173
warped, h = 200 nm: traced ratio 1.1381, first-order height term 0.0086
warped, h = 400 nm: traced ratio 1.1338, first-order height term 0.0043
sharp hexagon, a velocity along x: coefficient 0.2887, first-order ratio 1.0784
sharp hexagon, a velocity along y: coefficient 0.5000, first-order ratio 1.1359
grains of size w, reflection 0.2: alpha = 0.0679
grain boundaries alone: resistivity ratio 1.0853
thermal energy / Fermi energy: 0.0113
thermal change of a: 0.016 percent
lateral modes per layer: 604
density change by lateral quantization: -0.106 percent
```
